# Gate Transconductance from Source and Drain Transconductances in a Charge-Based MOS Model

A small change in the gate, source or drain voltage of a MOS transistor changes its drain current. Circuit simulation needs all three responses, from subthreshold operation to a strongly inverted channel. The channel charge responds to the gate through the oxide and the depletion layer, and to the source and drain through the carrier potentials at its ends. When the slope factor and specific current are constant, these responses obey one relation at every inversion level.

## Conventions and result

The device is a long, uniformly doped n-channel transistor in quasi-static operation at fixed temperature. The voltages $V_G,V_S,V_D$ are referred to the bulk. The current $I$ is positive when it enters the drain, so $I>0$ for $V_D>V_S$. Define

$$
g_m=\frac{\partial I}{\partial V_G},\qquad
g_{ms}=-\frac{\partial I}{\partial V_S},\qquad
g_{md}=\frac{\partial I}{\partial V_D},
$$

each with the other two voltages fixed. The minus sign makes $g_{ms}$ positive, because raising the source potential reduces the current. The result is

$$
\boxed{g_m=\frac{g_{ms}-g_{md}}{n}}
$$

provided that the slope factor $n$ and the specific current $I_{spec}$ do not depend on the terminal voltages.

## From electrostatics to a charge law

Let $\psi$ be the surface potential and $V$ the electron quasi-Fermi potential along the channel, both relative to the bulk. At the channel ends $V=V_S$ and $V=V_D$. Let $Q_i<0$ be the inversion charge per area, $C_{ox}$ the oxide capacitance per area and $V_{FB}$ the flat-band voltage. With acceptor density $N_A$ and semiconductor permittivity $\epsilon_s$, the depletion charge is $-\gamma C_{ox}\sqrt\psi$, where $\gamma=\sqrt{2e\epsilon_sN_A}/C_{ox}$. Gauss's law gives

$$
-\frac{Q_i}{C_{ox}}=V_G-V_{FB}-\psi-\gamma\sqrt\psi .
$$

Write $\psi_0=2\phi_F=2U_T\ln(N_A/n_i)$, with $U_T=kT/e$ and $n_i$ the intrinsic density. Expanding the square root to first order about $\psi_0$ gives

$$
-\frac{Q_i}{C_{ox}}=V_G-V_c-n(\psi-\psi_0),\tag{1}
$$

$$
V_c=V_{FB}+\psi_0+\gamma\sqrt{\psi_0},\qquad
n=1+\frac{\gamma}{2\sqrt{\psi_0}} .
$$

This expansion makes $n$ constant.

A second relation comes from carrier statistics. The electron density at local potential $\phi$ is $N_A\exp[(\phi-\psi_0-V)/U_T]$. Poisson's equation, with holes neglected in the depletion layer, is therefore

$$
\frac{d^2\phi}{dz^2}=\frac{eN_A}{\epsilon_s}
\left[1+e^{(\phi-\psi_0-V)/U_T}\right],
$$

where $z$ is depth. Multiply by $2\,d\phi/dz$ and integrate from the neutral bulk to the surface. With $E=\exp[(\psi-\psi_0-V)/U_T]$, and the negligible exponential at the bulk limit dropped, the squared surface field is $(2eN_A/\epsilon_s)(\psi+U_TE)$. The total semiconductor charge is thus $-\gamma C_{ox}\sqrt{\psi+U_TE}$. Subtracting the depletion part leaves

$$
-\frac{Q_i}{C_{ox}}=\gamma\left(\sqrt{\psi+U_TE}-\sqrt\psi\right)
\simeq\frac{\gamma U_T}{2\sqrt{\psi_0}}E=(n-1)U_TE. \tag{2}
$$

The approximation is first order in $U_TE/\psi$, with the slowly varying prefactor evaluated at $\psi_0$. It is justified in weak inversion. At the highest gate voltage of the example below, $U_TE/\psi$ at the source is about 3, so the expansion no longer holds there. Using it in strong inversion is a model assumption, whose effect on the conductance identity is sized below together with that of the linearization.

Define the positive dimensionless charge $q=-Q_i/(2nU_TC_{ox})$. Equation (1) then gives

$$
\psi-\psi_0=\frac{V_G-V_c}{n}-2U_Tq .
$$

Equation (2) reads $2nq=(n-1)E$, whose logarithm is

$$
\ln q=\ln\frac{n-1}{2n}+\frac{\psi-\psi_0-V}{U_T}.
$$

Substituting for $\psi-\psi_0$ and moving $2q$ to the left gives

$$
2q+\ln q=\frac{V_P-V}{U_T},\qquad
V_P=\frac{V_G-V_{T0}}{n}, \tag{3}
$$

$$
V_{T0}=V_c+nU_T\ln\frac{2n}{n-1}.
$$

The left side of (3) increases steadily from $-\infty$ to $+\infty$ for $q>0$, so each voltage difference gives one charge. The gate and channel potentials enter through $V_P-V$ alone.

## Current and proof

Drift and diffusion together are driven by the gradient of the quasi-Fermi potential. For constant mobility $\mu$, width $W$ and position $x$ measured from the source,

$$
I=\mu W(-Q_i)\frac{dV}{dx}.
$$

The steady current is the same at every $x$ when recombination and leakage are absent. Integrating over the channel length $L$, and inserting $-Q_i=2nU_TC_{ox}q$, gives

$$
I=\frac{I_{spec}}{U_T}\int_{V_S}^{V_D}q(V_P-V)\,dV,\qquad
I_{spec}=2n\mu C_{ox}\frac WL U_T^2. \tag{4}
$$

Now set $y=V_P-V$. Since $dV=-dy$, exchanging the limits absorbs the minus sign:

$$
I=\frac{I_{spec}}{U_T}\int_{V_P-V_D}^{V_P-V_S}q(y)\,dy .
$$

Let $q_s$ and $q_d$ be the charges at source and drain. Differentiating the limits, with $I_{spec}$ constant, gives

$$
g_{ms}=\frac{I_{spec}}{U_T}q_s,\qquad
g_{md}=\frac{I_{spec}}{U_T}q_d,\qquad
\frac{\partial I}{\partial V_P}=\frac{I_{spec}}{U_T}(q_s-q_d). \tag{5}
$$

In the first expression, the minus sign from $\partial(V_P-V_S)/\partial V_S$ cancels the one in the definition of $g_{ms}$. In the second, the drain charge sits at the lower limit, and its two minus signs also cancel. Because $dV_P/dV_G=1/n$,

$$
g_m=\frac1n\frac{\partial I}{\partial V_P}
=\frac{I_{spec}}{nU_T}(q_s-q_d)
=\frac{g_{ms}-g_{md}}n .
$$

No weak- or strong-inversion limit of (3) was taken, so the proof covers every inversion level of this model.

The underlying reason is a translation symmetry. Adding the same voltage $a$ to $V_P$, $V_S$ and $V_D$ leaves their differences, and hence the current, unchanged. Differentiating with respect to $a$ gives

$$
\frac{\partial I}{\partial V_P}+\frac{\partial I}{\partial V_S}
+\frac{\partial I}{\partial V_D}=0,
$$

or $\partial I/\partial V_P=g_{ms}-g_{md}$. This form of the argument does not need the particular charge law (3), and it will show which extensions of the model preserve the result.

## Formulas for implementation

Differentiating (3) at fixed gate voltage gives $(2+1/q)\,dq=-dV/U_T$, hence $q\,dV/U_T=-(2q+1)\,dq$. The integral in (4) becomes

$$
I=I_{spec}\left[(q_s^2+q_s)-(q_d^2+q_d)\right]
=I_{spec}(q_s-q_d)(1+q_s+q_d). \tag{6}
$$

For $V_D\ne V_S$, dividing $g_m$ by this current gives

$$
\frac{g_m}{I}=\frac{1}{nU_T(1+q_s+q_d)}. \tag{7}
$$

To solve (3), set $u=(V_P-V)/U_T$ and $\eta=\ln q$. Newton's iteration is

$$
\eta_{new}=\eta-\frac{2e^\eta+\eta-u}{2e^\eta+1}.
$$

Start from $\eta=u$ for $u<2$ and from $\eta=\ln(u/2)$ for $u\ge2$. At these points the function $2e^\eta+\eta-u$ equals $2e^u$ and $\ln(u/2)$ respectively. Neither is negative, so the start is never below the root. The function is increasing and convex, so in exact arithmetic the iterates descend to the root without crossing it.

Near $V_D=V_S$, the subtraction $q_s-q_d$ loses digits. If each charge carries a relative error of size $\varepsilon$, the relative error of the difference can reach about $\varepsilon(q_s+q_d)/|q_s-q_d|$. Convergence tests on $g_m$ there should use an absolute scale, such as a fraction of $g_{ms}$.

If the bulk node potential $V_B$ also varies, each bulk-referred voltage changes by $-dV_B$. Therefore

$$
\frac{\partial I}{\partial V_B}=-g_m+g_{ms}-g_{md}=(n-1)g_m ,
$$

with the other node potentials fixed. The bulk entry of the conductance matrix follows from the same three numbers.

## Limiting cases

In weak inversion both charges are small. Equation (7) then reduces to $g_m\simeq I/(nU_T)$, even when the drain is not saturated.

In strong inversion at both ends, subtracting (3) at the drain from (3) at the source gives

$$
q_s-q_d=\frac12\left[\frac{V_D-V_S}{U_T}-\ln\frac{q_s}{q_d}\right].
$$

If the logarithm is small compared with the voltage term, then $g_m\simeq\mu C_{ox}(W/L)(V_D-V_S)$.

In saturation $q_d\ll q_s$, so $g_m\simeq g_{ms}/n$. The relative correction is $-q_d/q_s$. At $V_D=V_S$ the two end charges are equal and $g_m=0$, although $g_{ms}$ and $g_{md}$ are not zero. For $V_D<V_S$, both $I$ and $g_m$ are negative and the identity is unchanged.

## Worked example

Take a 4.0 nm oxide, $N_A=3.0\times10^{17}\ \mathrm{cm^{-3}}$, $\mu=350\ \mathrm{cm^2/Vs}$, $W/L=10\ \mathrm{\mu m}/2\ \mathrm{\mu m}$ and $V_{FB}=-0.90$ V at 300 K. The semiconductor is silicon with $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$, and the relative permittivities are 11.7 for silicon and 3.9 for the oxide. These give $U_T=25.852$ mV, $n=1.19372$, $V_{T0}=0.4126$ V and $I_{spec}=2.4105\ \mathrm{\mu A}$. The source is held at 0.10 V and the drain at 0.20 V.

At $V_G=0.55$ V,

$$
V_P=\frac{0.55-0.4126}{1.19372}=0.1151\ \mathrm V .
$$

Solving (3) gives $q_s=0.5719$ and $q_d=0.03498$. The conductance scale is $I_{spec}/U_T=93.24\ \mathrm{\mu S}$, so $g_{ms}=53.33\ \mathrm{\mu S}$ and $g_{md}=3.26\ \mathrm{\mu S}$. Then

$$
g_m=\frac{53.329-3.262}{1.19372}=41.94\ \mathrm{\mu S}.
$$

Direct differentiation of the current with respect to $V_G$ also gives $41.94\ \mathrm{\mu S}$. The table repeats the calculation at three gate voltages. The inversion coefficient is $IC=q_s^2+q_s$, and conductances are in µS.

| $V_G$ (V) | $IC$ | $g_{ms}$ | $g_{md}$ | $g_m$ |
|---:|---:|---:|---:|---:|
| 0.35 | 0.00274 | 0.2551 | 0.00536 | 0.2092 |
| 0.55 | 0.899 | 53.33 | 3.26 | 41.94 |
| 1.20 | 103.6 | 903.4 | 732.8 | 142.9 |

At the lowest gate voltage, $g_{md}$ is 2.1% of $g_{ms}$, so the saturation formula is already close. At the highest, the channel is strongly inverted at both ends. There $g_{ms}/n$ would be 757 µS, about 5.3 times the correct $g_m$: the drain term cannot be dropped. The simple strong-inversion formula gives 151 µS. The logarithm $\ln(q_s/q_d)=0.209$, compared with $(V_D-V_S)/U_T=3.87$, accounts for the 5.4% reduction to 142.9 µS.

A wider numerical test held $V_S=0.10$ V and took $IC$ from $10^{-4}$ to $10^3$ in decade steps, with $V_D-V_S=-3,0,0.5,4$ and $30\,U_T$. The current came from numerical solution of (1) and (2) and integration of the charge, and was differentiated separately at each terminal. The largest mismatch in the identity was $2.3\times10^{-9}$ of the larger of $g_{ms}$ and $g_{md}$.

## When the constants are not constant

Suppose $I_{spec}$ depends on $V_G$, while the remaining factor of the current still depends on differences among $V_P,V_S,V_D$. The product rule gives

$$
g_m=\frac{dV_P}{dV_G}(g_{ms}-g_{md})
+I\frac{d\ln I_{spec}}{dV_G}. \tag{8}
$$

As an example, replace $\mu$ by $\mu/[1+\theta(V_G-V_{T0})]$ with $\theta=0.30\ \mathrm{V^{-1}}$, keeping $n$ fixed. At $V_G=1.20$ V the first term of (8) is 115.6 µS and the second is −16.1 µS. Their sum is 99.5 µS, so the true derivative is 13.9% below the value from the constant-$I_{spec}$ identity. An implementation with this mobility law must include the second term. The size of the departure belongs to this bulk-referred form. The same $\theta$ applied to the source-referred overdrive $V_G-V_{T0}-nV_S=n(V_P-V_S)$ depends only on a difference, and the identity then holds exactly for the derivatives of the corrected current.

The form of a correction matters as much as its size. Consider, for $V_D\ge V_S$, the velocity-saturation factor $[1+(V_D-V_S)/(LE_c)]^{-1}$, where $E_c=v_{sat}/\mu$ and $v_{sat}=10^7$ cm/s. With the original constant mobility at $V_G=1.20$ V, it lowers the current by 1.72%. Yet it depends on a voltage difference, so the translation argument still applies. The identity survives if $g_{ms}$ and $g_{md}$ are derivatives of the corrected current; the charge expressions (5) alone are no longer sufficient.

The slope factor also drifts when the approximations in (1) and (2) are removed. A charge-sheet calculation with the full square-root expressions gives $(g_{ms}-g_{md})/g_m=1.210,\ 1.192,\ 1.176$ at the three gate voltages, with mobility and terminal voltages unchanged. Using the fixed $n$ with that model's own $g_{ms}$ and $g_{md}$ would change $g_m$ by $+1.3\%$, $-0.1\%$ and $-1.5\%$, relative to its directly differentiated $g_m$. These small values hold for a source near the bulk potential, because $n$ was fixed at $\psi_0$. With $V_S=1.0$ V, $V_D=1.1$ V and the gate voltages raised to 1.42, 1.62 and 2.27 V to keep the same inversion levels, the changes are $-4.2\%$, $-4.7\%$ and $-5.2\%$. The charge-sheet model is a less approximate comparison, not an exact description of a device. It still neglects holes near the edge of the depletion layer. Including them, and integrating the electron density over depth, raises the current at $V_G=0.35$ V by about 20%, equivalent to a gate-voltage shift of about 6 mV. The ratio there changes only from 1.210 to 1.213, so at this gate voltage the identity is much less sensitive to this neglect than the current is.

## Relation to real transistors

The parameters are rough typical values for a long transistor in a 180-nm-class bulk CMOS process, not data for a particular device. The 2 µm channel is deliberately much longer than the minimum length of such a process, and real doping is not uniform. The 13.9% departure found for gate-dependent mobility belongs to the assumed law and $\theta$; it is not a property of real devices. Real mobility follows the local vertical field, which also responds to the channel potential. A local law $\mu/[1+2\theta(|Q_b|+|Q_i|/2-|Q_{b0}|)/C_{ox}]$, with $Q_b$ the depletion charge and $Q_{b0}$ its value at $\psi_0$, has nearly the same gate sensitivity and gives a departure of about 5% at $V_G=1.20$ V. The oxide field there is 2.4 MV/cm, below the rough 10 MV/cm scale of breakdown in good thin oxide. An inversion layer centred about 1 nm below the interface would add about 8% to the equivalent oxide thickness. A constant addition can be absorbed into $C_{ox}$, with $n$, $V_{T0}$ and $I_{spec}$ recalculated; a gate-dependent one would make these parameters vary. The Boltzmann law for the electron density is also not accurate at the highest gate voltage. The surface density at the source is $3.6\times10^{19}\ \mathrm{cm^{-3}}$ in the linearized model and about $6.9\times10^{19}\ \mathrm{cm^{-3}}$ in the charge-sheet model, both above silicon's effective density of states of about $2.8\times10^{19}\ \mathrm{cm^{-3}}$. Carrier degeneracy, interface traps, gate depletion, gate leakage and short-channel electrostatics are omitted, and their effects are not estimated here.

## Calculated quantities

```
Temperature: 300 K; UT: 25.852 mV
Oxide thickness: 4.0 nm
Doping: 3.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Relative permittivity, body / oxide: 11.7 / 3.9
Flat-band voltage: -0.90 V
Mobility: 350 cm2/Vs
Width / length: 10.0 / 2.0 um
Source / drain voltage: 0.10 / 0.20 V
Oxide capacitance: 0.8633 uF/cm2
Body factor gamma: 0.3655 V^0.5; 2 phi_F: 0.8902 V
Classic threshold V_c: 0.3351 V
Slope factor n: 1.19372; VT0: 0.4126 V
Specific current: 2.4105 uA
VG = 0.35 V: VP = -0.0524 V, IC = 0.0027436
  q source = 0.00273616, q drain = 5.74833e-05
  current = 0.00647506 uA
  gms = 0.255129 uS, gmd = 0.00535994 uS
  gm direct = 0.209235 uS
  (gms-gmd)/n = 0.209235 uS
  charge-sheet (gms-gmd)/gm = 1.20970
  gm error from fixed n = 1.34 %
VG = 0.55 V: VP = 0.1151 V, IC = 0.89904
  q source = 0.571934, q drain = 0.0349794
  current = 2.0799 uA
  gms = 53.3291 uS, gmd = 3.2616 uS
  gm direct = 41.9423 uS
  (gms-gmd)/n = 41.9423 uS
  charge-sheet (gms-gmd)/gm = 1.19209
  gm error from fixed n = -0.14 %
VG = 1.20 V: VP = 0.6596 V, IC = 103.56
  q source = 9.6885, q drain = 7.85905
  current = 81.7937 uA
  gms = 903.39 uS, gmd = 732.805 uS
  gm direct = 142.901 uS
  (gms-gmd)/n = 142.901 uS
  charge-sheet (gms-gmd)/gm = 1.17626
  gm error from fixed n = -1.46 %
Scan of IC: 1e-04 to 1e+03
Largest identity residual / larger of gms, gmd: 2.3e-09
Largest relative charge-law error: 1.3e-15
Largest scaled current-formula error: 8.1e-14
Largest scaled gms, gmd formula error: 5.3e-09
Channel integration, relative drain q error: 9.8e-11
Charge-sheet shift, 12 to 24 nodes: 3.1e-12
Mobility reduction coefficient: 0.30 1/V
At VG = 1.20 V with reduced mobility:
  gm = 99.538 uS, (gms-gmd)/n = 115.59 uS
  extra term = -16.056 uS
  gm relative to simple rule: -13.89 %
Saturation velocity: 1.0e+07 cm/s
Velocity-saturation current loss: 1.72 %
Identity residual / gms with that loss: 7.1e-14
Oxide field at highest VG: 2.42 MV/cm
Inversion-layer depth: 1.0 nm
Its added equivalent oxide thickness: 8.3 %
```
